# Rotations in the Cartesian Hessian away from stationary points; the Eckart projector: test program

```python
# Result under test: for a rotation-invariant energy E with gradient g and
# Cartesian Hessian H, the rotation t_n = n x r obeys H t_n = n x g, so that
# t_a.H.t_b = K_ab = delta_ab tr(W) - W_ab, with W_ab = sum_i r_ia g_ib.
# The Eckart projector P = 1 - T T^t/M - D I^-1 D^t removes the translations T
# and rotations D (mass-weighted); I is the inertia tensor, M the total mass.
# F is the mass-weighted Hessian. Units: hartree (Eh), bohr (a0), masses in u.
import numpy as np
from scipy import constants
from scipy.linalg import null_space
from pyscf import gto, scf, hessian

BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
U_IN_ME = constants.atomic_mass / constants.electron_mass
EH_CM = constants.physical_constants["hartree-inverse meter relationship"][0] / 100
TO_CM = EH_CM / np.sqrt(U_IN_ME)
asymmetries = []


def run_scf(symbols, coords, basis):
    mol = gto.M(atom=[(s, tuple(r)) for s, r in zip(symbols, coords)],
                unit="Bohr", basis=basis, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-8
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def derivatives(symbols, coords, basis):
    """Energy, gradient and the symmetric part of the analytic Hessian.

    The response equations are solved iteratively, so the computed Hessian is
    symmetric only to their accuracy; the asymmetry is checked and removed.
    """
    mf = run_scf(symbols, coords, basis)
    grad = mf.nuc_grad_method().kernel()
    size = 3 * len(symbols)
    hess = hessian.rhf.Hessian(mf).kernel().transpose(0, 2, 1, 3)
    hess = hess.reshape(size, size)
    asymmetries.append(np.abs(hess - hess.T).max())
    assert asymmetries[-1] < 5e-5
    return mf.e_tot, grad, (hess + hess.T) / 2


def turn(vectors):
    """Columns: e_a x v_i for the axes a = x, y, z."""
    return np.array([np.cross(e, vectors).ravel() for e in np.eye(3)]).T


def centred(masses, coords):
    return coords - masses @ coords / masses.sum()


def inertia_tensor(masses, coords):
    rho = centred(masses, coords)
    second = np.einsum("i,ia,ib->ab", masses, rho, rho)
    return np.trace(second) * np.eye(3) - second


def eckart_projector(masses, coords):
    root = np.repeat(np.sqrt(masses), 3)[:, None]
    trans = root * np.tile(np.eye(3), (len(masses), 1))
    rot = root * turn(centred(masses, coords))
    inv = np.linalg.pinv(inertia_tensor(masses, coords), rcond=1e-10, hermitian=True)
    return np.eye(len(root)) - trans @ trans.T / masses.sum() - rot @ inv @ rot.T


def projector_from_conditions(masses, coords):
    """Projector on the null space of the two Eckart conditions."""
    rho = centred(masses, coords)
    columns = []
    for q in np.eye(3 * len(masses)):
        u = q.reshape(-1, 3) / np.sqrt(masses)[:, None]
        linear = (masses[:, None] * u).sum(axis=0)
        angular = (masses[:, None] * np.cross(rho, u)).sum(axis=0)
        columns.append(np.concatenate([linear, angular]))
    basis = null_space(np.array(columns).T, rcond=1e-10)
    return basis @ basis.T, basis.shape[1]


def curvature_from_gradient(coords, grad):
    virial = coords.T @ grad
    return virial, np.trace(virial) * np.eye(3) - virial


def mass_weight(hess, masses):
    root = np.repeat(np.sqrt(masses), 3)
    return hess / np.outer(root, root)


def without_smallest(eigenvalues, count):
    """Drop the 'count' eigenvalues of least magnitude and sort the others."""
    return np.sort(eigenvalues[np.argsort(np.abs(eigenvalues))[count:]])


def wavenumbers(eigenvalues):
    """Imaginary wavenumbers are returned as negative numbers."""
    return np.sign(eigenvalues) * np.sqrt(np.abs(eigenvalues)) * TO_CM


def water(bond_angstrom, angle_degree):
    r, half = bond_angstrom / BOHR, np.radians(angle_degree) / 2
    return np.array([[0, 0, 0], [r * np.sin(half), r * np.cos(half), 0],
                     [-r * np.sin(half), r * np.cos(half), 0]])


def fmt(values, digits):
    return " ".join(f"{round(float(v), digits) + 0.0:.{digits}f}" for v in values)


# General identities on a nonplanar, asymmetric, non-stationary structure.
peroxide = np.array([[0, 0, 0], [1.5, 0, 0], [-0.3, 1.0, 0.1],
                     [1.75, 0.3, 0.85]]) / BOHR
_, g4, h4 = derivatives(["O", "O", "H", "H"], peroxide, "sto-3g")
virial4, k4 = curvature_from_gradient(peroxide, g4)
t4 = turn(peroxide)
rotation_error = np.abs(h4 @ t4 - turn(g4)).max()
assert np.abs(g4.sum(axis=0)).max() < 1e-6
assert np.abs(virial4 - virial4.T).max() < 1e-6
assert np.abs(h4 @ np.tile(np.eye(3), (4, 1))).max() < 2e-5
assert rotation_error < 5e-5 and np.abs(turn(g4)).max() > 1e-2
assert np.abs(t4.T @ h4 @ t4 - k4).max() < 2e-4

# Exceptional axis: spring rectangle whose forces all point along x.
a, b = 3.0, 2.0
rectangle = np.array([[0, 0, 0], [a, 0, 0], [a, b, 0], [0, b, 0]])
diagonal = np.hypot(a, b)
tension = {(0, 1): 0.0, (2, 3): 0.0, (0, 2): 0.1, (1, 3): 0.1,
           (1, 2): -0.1 * b / diagonal, (0, 3): -0.1 * b / diagonal}
rest = {p: np.linalg.norm(rectangle[p[0]] - rectangle[p[1]]) - f
        for p, f in tension.items()}


def spring_gradient(flat):
    pos = flat.reshape(-1, 3)
    grad = np.zeros_like(pos)
    for (i, j), length in rest.items():
        v = pos[i] - pos[j]
        d = np.sqrt((v * v).sum())
        grad[i] += (d - length) * v / d
        grad[j] -= (d - length) * v / d
    return grad.ravel()


spring_hess = np.array([spring_gradient(rectangle.ravel() + 1e-20j * e).imag / 1e-20
                        for e in np.eye(12)]).T
spring_g = spring_gradient(rectangle.ravel()).reshape(-1, 3)
response = np.linalg.norm(spring_hess @ turn(rectangle), axis=0)
assert np.abs(spring_g[:, 0]).min() > 0.05 and np.abs(spring_g[:, 1:]).max() < 1e-12
assert response[0] < 1e-12 and min(response[1:]) > 0.05

# Projector against the null space of the Eckart conditions, bent and linear.
symbols = ["O", "H", "H"]
basis = "6-31g"
masses = gto.M(atom="O 0 0 0; H 0 0 1; H 0 1 0", verbose=0).atom_mass_list(isotope_avg=True)
masses = np.array(masses, dtype=float)
linear = np.outer([0.0, 2.0, -1.7], [1 / 3, 2 / 3, 2 / 3])
for shape, rank in ((water(1.05, 100), 3), (linear, 4)):
    reference, dimension = projector_from_conditions(masses, shape)
    assert dimension == rank
    assert np.abs(eckart_projector(masses, shape) - reference).max() < 1e-10

print("Water, RHF/6-31G, plane xy, bisector along y")
print(f"masses O, H (u): {masses[0]:.3f} {masses[1]:.3f}")
print(f"cm^-1 per sqrt(Eh/(a0^2 u)): {TO_CM:.3f}")
print("imaginary wavenumbers are printed as negative numbers")

results = {}
projected_zeros = []
for name, bond, angle in (("stretched", 1.05, 100.0), ("compressed", 0.88, 100.0)):
    x = centred(masses, water(bond, angle))
    energy, g, h = derivatives(symbols, x, basis)
    virial, k = curvature_from_gradient(x, g)
    t = turn(x)
    inertia = inertia_tensor(masses, x)
    f = mass_weight(h, masses)
    p = eckart_projector(masses, x)
    raw = np.linalg.eigvalsh(f)
    projected = np.linalg.eigvalsh(p @ f @ p)
    # Raw spectrum: three translations vanish. Projected: six rigid motions.
    raw6 = without_smallest(raw, 3)
    vib3 = without_smallest(projected, 6)
    projected_zeros.append(np.sort(np.abs(projected))[5])
    assert np.abs(h @ t - turn(g)).max() < 5e-5
    assert np.abs(t.T @ h @ t - k).max() < 1e-4
    assert projected_zeros[-1] < 1e-10
    assert vib3.min() > 0.01
    # Rotations about x and y are uncoupled; z couples to one vibration only.
    rigid = np.diag(k) / np.diag(inertia)
    root = np.repeat(np.sqrt(masses), 3)
    pull = p @ (turn(g)[:, 2] / root) / np.sqrt(inertia[2, 2])
    coupling = np.linalg.norm(pull)
    assert coupling > 1e-3
    mode = pull / coupling
    stretch = mode @ f @ mode
    pair = np.linalg.eigvalsh([[rigid[2], coupling], [coupling, stretch]])
    predicted = np.concatenate([rigid[:2], pair])
    for value in predicted:
        assert np.abs(raw - value).min() < 5e-5
    assert np.abs(vib3 - stretch).min() < 5e-5
    results[name] = (x, energy, g, h, k, raw6)
    print(f"--- {name}: bond {bond:.2f} angstrom, angle {angle:.0f} degrees")
    print(f"gradient on O, x y z (Eh/a0): {fmt(g[0], 5)}")
    print(f"gradient on H at +x, x y z (Eh/a0): {fmt(g[1], 5)}")
    print(f"position of O, x y z (a0): {fmt(x[0], 5)}")
    print(f"position of H at +x, x y z (a0): {fmt(x[1], 5)}")
    print(f"W_xx W_yy W_zz (Eh): {fmt(np.diag(virial), 5)}")
    print(f"K_xx K_yy K_zz from gradient (Eh): {fmt(np.diag(k), 5)}")
    print(f"t.H.t for x y z from Hessian (Eh): {fmt(np.diag(t.T @ h @ t), 5)}")
    print(f"inertia I_xx I_yy I_zz (u a0^2): {fmt(np.diag(inertia), 4)}")
    print(f"K/I for x y z (Eh/(a0^2 u)): {fmt(rigid, 5)}")
    print(f"K/I as wavenumbers x y z (cm^-1): {fmt(wavenumbers(rigid), 1)}")
    print(f"z-rotation/stretch coupling (Eh/(a0^2 u)): {coupling:.5f}")
    print(f"antisym. stretch diagonal (Eh/(a0^2 u)): {stretch:.5f}")
    print(f"2x2 eigenvalues (Eh/(a0^2 u)): {fmt(pair, 5)}")
    print(f"2x2 wavenumbers (cm^-1): {fmt(wavenumbers(pair), 1)}")
    print(f"six raw non-translations (cm^-1): {fmt(wavenumbers(raw6), 1)}")
    print(f"three projected vibrations (cm^-1): {fmt(wavenumbers(vib3), 1)}")

assert np.linalg.eigvalsh(results["stretched"][4]).min() > 0.01
assert np.linalg.eigvalsh(results["compressed"][4]).max() < -0.01
assert (results["compressed"][5] < -1e-4).sum() == 3
assert (results["stretched"][5] < -1e-4).sum() == 0

# Energies on straight lines and on the true circle, stretched geometry.
x, energy, g, h, k, _ = results["stretched"]


def energy_at(coords):
    return run_scf(symbols, coords, basis).e_tot


step = 0.03
finite = []
for axis in np.eye(3):
    t = np.cross(axis, x)
    e = [energy_at(x + m * step * t) for m in (-2, -1, 1, 2)]
    finite.append((-e[0] + 16 * e[1] - 30 * energy + 16 * e[2] - e[3]) / (12 * step**2))
assert np.abs(np.array(finite) - np.diag(k)).max() < 3e-5
s = 0.1
for axis in (np.array([1.0, 2.0, 2.0]) / 3, np.array([0.0, 0.0, 1.0])):
    along = np.outer(x @ axis, axis)
    across = x - along
    side = np.cross(axis, x)
    theta = np.arctan(s)
    e_line = energy_at(x + s * side)
    e_dilated = energy_at(along + np.sqrt(1 + s**2) * across)
    e_circle = energy_at(along + np.cos(theta) * across + np.sin(theta) * side)
    assert abs(e_line - e_dilated) < 1e-8 and abs(e_circle - energy) < 1e-8
    assert e_line - energy > 1e-4
print("--- straight line against circle, stretched geometry")
print(f"finite-difference curvature x y z (Eh): {fmt(finite, 5)}")
print(f"z axis, s = {s:.1f}: E at start (Eh): {energy:.7f}")
print(f"E on straight line (Eh): {e_line:.7f}")
print(f"E of dilated molecule (Eh): {e_dilated:.7f}")
print(f"E on circle, angle arctan s (Eh): {e_circle:.7f}")

# Stationary point by Newton steps confined to the Eckart space.
x = centred(masses, water(0.95, 110))
root = np.repeat(np.sqrt(masses), 3)
for _ in range(8):
    energy, g, h = derivatives(symbols, x, basis)
    f = mass_weight(h, masses)
    p = eckart_projector(masses, x)
    if np.abs(g).max() < 1e-7:
        break
    inverse = np.linalg.pinv(p @ f @ p, rcond=1e-6, hermitian=True)
    x = x - (inverse @ (g.ravel() / root) / root).reshape(-1, 3)
assert np.abs(g).max() < 1e-6
assert np.abs(p @ f @ p - f).max() < 5e-5
raw = np.linalg.eigvalsh(f)
projected = np.linalg.eigvalsh(p @ f @ p)
rigid_body = raw[np.argsort(np.abs(raw))[:6]]
raw_vib = wavenumbers(without_smallest(raw, 6))
proj_vib = wavenumbers(without_smallest(projected, 6))
assert np.abs(raw_vib - proj_vib).max() < 0.5
oh1, oh2 = x[1] - x[0], x[2] - x[0]
bond = np.linalg.norm(oh1)
angle = np.degrees(np.arccos(oh1 @ oh2 / bond / np.linalg.norm(oh2)))
print("--- optimized structure")
print(f"bond (angstrom): {bond * BOHR:.4f}   angle (degrees): {angle:.2f}")
print(f"largest gradient component (Eh/a0): {np.abs(g).max():.1e}")
print(f"largest of six rigid-body |wavenumbers| (cm^-1): "
      f"{np.abs(wavenumbers(rigid_body)).max():.2f}")
print(f"raw vibrations (cm^-1): {fmt(raw_vib, 1)}")
print(f"projected vibrations (cm^-1): {fmt(proj_vib, 1)}")
print("--- other tests")
print(f"largest Hessian asymmetry before symmetrizing (Eh/a0^2): {max(asymmetries):.1e}")
print(f"largest projected rigid-body |eigenvalue| (Eh/(a0^2 u)): {max(projected_zeros):.1e}")
print(f"H2O2, RHF/STO-3G: max |H t - n x g| (Eh/a0): {rotation_error:.1e}")
print(f"H2O2: largest component of n x g (Eh/a0): {np.abs(turn(g4)).max():.4f}")
print(f"rectangle sides (model units): {a:.1f} {b:.1f}")
print(f"rectangle |g_x| per atom (model units): {np.abs(spring_g[0, 0]):.5f}")
print(f"rectangle |H t| for x y z (model units): {fmt(response, 5)}")
print("ALL CHECKS PASSED")
```

Output:

```
Water, RHF/6-31G, plane xy, bisector along y
masses O, H (u): 15.999 1.008
cm^-1 per sqrt(Eh/(a0^2 u)): 5140.487
imaginary wavenumbers are printed as negative numbers
--- stretched: bond 1.05 angstrom, angle 100 degrees
gradient on O, x y z (Eh/a0): 0.00000 -0.11049 0.00000
gradient on H at +x, x y z (Eh/a0): 0.04747 0.05525 0.00000
position of O, x y z (a0): 0.00000 -0.14273 0.00000
position of H at +x, x y z (a0): 1.51999 1.13270 0.00000
W_xx W_yy W_zz (Eh): 0.14430 0.14092 0.00000
K_xx K_yy K_zz from gradient (Eh): 0.14092 0.14430 0.28522
t.H.t for x y z from Hessian (Eh): 0.14092 0.14430 0.28522
inertia I_xx I_yy I_zz (u a0^2): 2.9125 4.6577 7.5702
K/I for x y z (Eh/(a0^2 u)): 0.04839 0.03098 0.03768
K/I as wavenumbers x y z (cm^-1): 1130.7 904.8 997.8
z-rotation/stretch coupling (Eh/(a0^2 u)): 0.00847
antisym. stretch diagonal (Eh/(a0^2 u)): 0.31014
2x2 eigenvalues (Eh/(a0^2 u)): 0.03741 0.31040
2x2 wavenumbers (cm^-1): 994.3 2864.0
six raw non-translations (cm^-1): 904.8 994.3 1130.7 1892.6 2836.9 2864.0
three projected vibrations (cm^-1): 1892.6 2836.9 2862.7
--- compressed: bond 0.88 angstrom, angle 100 degrees
gradient on O, x y z (Eh/a0): 0.00000 0.09153 0.00000
gradient on H at +x, x y z (Eh/a0): -0.10288 -0.04577 0.00000
position of O, x y z (a0): 0.00000 -0.11962 0.00000
position of H at +x, x y z (a0): 1.27390 0.94931 0.00000
W_xx W_yy W_zz (Eh): -0.26212 -0.09784 0.00000
K_xx K_yy K_zz from gradient (Eh): -0.09784 -0.26212 -0.35996
t.H.t for x y z from Hessian (Eh): -0.09784 -0.26212 -0.35996
inertia I_xx I_yy I_zz (u a0^2): 2.0457 3.2716 5.3173
K/I for x y z (Eh/(a0^2 u)): -0.04783 -0.08012 -0.06770
K/I as wavenumbers x y z (cm^-1): -1124.2 -1455.0 -1337.5
z-rotation/stretch coupling (Eh/(a0^2 u)): 0.01571
antisym. stretch diagonal (Eh/(a0^2 u)): 1.02256
2x2 eigenvalues (Eh/(a0^2 u)): -0.06792 1.02279
2x2 wavenumbers (cm^-1): -1339.7 5198.7
six raw non-translations (cm^-1): -1455.0 -1339.7 -1124.2 1577.0 5117.4 5198.7
three projected vibrations (cm^-1): 1577.0 5117.4 5198.2
--- straight line against circle, stretched geometry
finite-difference curvature x y z (Eh): 0.14092 0.14430 0.28522
z axis, s = 0.1: E at start (Eh): -75.9676763
E on straight line (Eh): -75.9662259
E of dilated molecule (Eh): -75.9662259
E on circle, angle arctan s (Eh): -75.9676763
--- optimized structure
bond (angstrom): 0.9496   angle (degrees): 111.55
largest gradient component (Eh/a0): 8.9e-09
largest of six rigid-body |wavenumbers| (cm^-1): 1.06
raw vibrations (cm^-1): 1736.9 3988.2 4145.1
projected vibrations (cm^-1): 1736.9 3988.2 4145.1
--- other tests
largest Hessian asymmetry before symmetrizing (Eh/a0^2): 1.0e-08
largest projected rigid-body |eigenvalue| (Eh/(a0^2 u)): 8.9e-17
H2O2, RHF/STO-3G: max |H t - n x g| (Eh/a0): 1.3e-09
H2O2: largest component of n x g (Eh/a0): 0.1276
rectangle sides (model units): 3.0 2.0
rectangle |g_x| per atom (model units): 0.08321
rectangle |H t| for x y z (model units): 0.00000 0.16641 0.16641
ALL CHECKS PASSED
```
